Singlet-doublet transition of an interacting dot on a large-gap superconductor

**Question**

I have one spin-degenerate dot level with energy ε_d and repulsion U > 0, tunnel-coupled to a superconductor. For a very large gap I was given the effective Hamiltonian

H = ε_d n + U n↑n↓ − Γ(d↑†d↓† + d↓d↑), n = n↑ + n↓,

and asked to diagonalise it and find where the ground state changes from a spin doublet to a singlet. I introduced the detuning from half filling, ξ = ε_d + U/2. In the basis of the empty and doubly occupied dot I find

E = ξ ± √(ξ² + Γ²).

The lower root is negative for any Γ ≠ 0, so it seems that the singlet wins for any nonzero pairing and there is no transition. What am I missing? I would also like to know where the pairing term comes from, what Γ means in terms of the tunnel amplitude, and whether the answer can be used for a dot with aluminium contacts, U = 0.10 meV and Γ = 0.03 meV.

**Answer**

Your two energies are right, but zero is the wrong thing to compare them with. On your energy scale a singly occupied dot has energy ε_d = ξ − U/2, which can lie lower still.

**Where the pairing term comes from**

Take a lead with a flat, symmetric band, normal density of states ρ per spin, and a real tunnel amplitude t independent of momentum:

H_lead = Σ_kσ ε_k c_kσ†c_kσ − Δ Σ_k (c_k↑†c_−k↓† + h.c.),
H_tunnel = t Σ_kσ (d_σ†c_kσ + h.c.).

In the Nambu basis (c_k↑, c_−k↓†) the lead matrix is ε τ₃ − Δ τ₁, where the τ are Pauli matrices, and tunnelling is t τ₃. The lead is quadratic and U acts on the dot alone, so the lead can be integrated out even with U present. It leaves the self-energy

Σ(iω) = t² Σ_k τ₃ (iω − ε_k τ₃ + Δ τ₁)⁻¹ τ₃.

Since (ετ₃ − Δτ₁)² = ε² + Δ², the inverse is

(iω − ετ₃ + Δτ₁)⁻¹ = −(iω + ετ₃ − Δτ₁)/(ω² + ε² + Δ²).

The outer factors τ₃ reverse the sign of τ₁, because τ₃τ₁τ₃ = −τ₁. The term odd in ε integrates to zero over a symmetric band. For a bandwidth much larger than Δ, ∫dε/(ε² + a²) = π/a, so

Σ(iω) = −Γ (iω + Δτ₁)/√(Δ² + ω²), Γ = πρt².

When Δ far exceeds U, Γ and |ξ|, the relevant frequencies satisfy |ω| ≪ Δ and Σ → −Γτ₁. In the dot basis (d↑, d↓†), this is the term −Γ(d↑†d↓† + d↓d↑). The order of limits matters: the bandwidth must remain much larger than Δ while Δ is made large.

If you define Γ_S = 2πρt² instead, the amplitude in H is Γ_S/2. I keep Γ = πρt² ≥ 0.

**Choosing a common energy zero**

Each n_σ squares to itself, so n² = n + 2n↑n↓ and

(n − 1)² = n² − 2n + 1 = 2n↑n↓ − n + 1.

Solving for n↑n↓ gives

U n↑n↓ = (U/2)(n − 1)² + (U/2)n − U/2.

Adding ε_d n and using ε_d + U/2 = ξ,

ε_d n + U n↑n↓ = ξn + (U/2)(n − 1)² − U/2
= ξ(n − 1) + (U/2)(n − 1)² + ε_d.

The last term is the same for every state. Dropping it leaves

H' = ξ(n − 1) + (U/2)(n − 1)² − Γ(d↑†d↓† + d↓d↑).

**Diagonalising the four states**

Pairing changes the electron number by two, so odd and even states do not mix.

For one electron, n − 1 = 0. The operator d↑†d↓† gives zero because one of its spin states is already filled, and d↓d↑ gives zero because one is empty. Both spin states therefore have

E_doublet = 0.

For even occupation use |0⟩ and |2⟩ = d↑†d↓†|0⟩, both with spin zero. Moving the operators through each other gives d↓d↑|2⟩ = |0⟩, so the off-diagonal element is −Γ:

H_even = [[U/2 − ξ, −Γ], [−Γ, U/2 + ξ]].

Its characteristic equation is

(U/2 − ξ − E)(U/2 + ξ − E) − Γ² = (U/2 − E)² − ξ² − Γ² = 0,

so that

E± = U/2 ± R, R = √(ξ² + Γ²).

Adding back ε_d = ξ − U/2 recovers your ξ ± R.

Write the lower singlet as u|0⟩ + v|2⟩. For Γ > 0 the first row of the eigenvalue equation gives

(U/2 − ξ − E₋)u = Γv, or (R − ξ)u = Γv.

With u² + v² = 1 and Γ² = (R − ξ)(R + ξ),

u² = Γ²/[Γ² + (R − ξ)²]
= (R − ξ)(R + ξ)/[2R(R − ξ)]
= (1 + ξ/R)/2.

Hence

v² = (1 − ξ/R)/2,
uv = u²(R − ξ)/Γ = Γ/(2R).

The singlet holds a mean charge 2v² = 1 − ξ/R, in electrons, and has pair amplitude ⟨d↑†d↓†⟩ = uv = Γ/(2R). The doublet has charge 1 and pair amplitude 0.

**The transition**

The lower singlet meets the doublet when E₋ = 0, that is, R = U/2. Both sides are positive, so squaring adds no false solution:

ξ² + Γ² = U²/4.

Inside this semicircle in the (ξ, Γ) plane the ground state is a doublet. Outside it is a singlet. On the curve three states are degenerate: the two doublet states and the lower singlet.

The limits show what competes:

• As Γ → 0, the boundary goes to ξ = ±U/2, or ε_d = 0 and ε_d = −U. These are the ordinary charge-degeneracy points of the isolated dot.
• At half filling, ξ = 0, |0⟩ and |2⟩ both cost U/2 relative to one electron. Their coherent mixing gains Γ, so the transition is at Γ = U/2.
• For |ξ| > U/2, an even state is already lowest without pairing, and no value of Γ gives a doublet ground state.

This is a level crossing, since parity conservation forbids mixing between the two sides. The lowest parity-changing excitation, |U/2 − R|, falls to zero there. At zero temperature the charge jumps by |ξ|/R = 2|ξ|/U, which vanishes if the boundary is crossed at half filling.

**Your numbers in the infinite-gap model**

With U/2 = 0.050 meV and Γ = 0.030 meV,

ξ_c = √(0.050² − 0.030²) meV = 0.040 meV = 6.4×10⁻²⁴ J.

Holding Γ and U fixed while the gate changes ξ gives:

ξ (meV) | E₋ (meV) | singlet charge
0.00 | +0.0200 | 1.000
0.02 | +0.0139 | 0.445
0.04 | 0.0000 | 0.200
0.06 | −0.0171 | 0.106
0.08 | −0.0354 | 0.064

A positive E₋ means that the doublet is the ground state, with charge 1. At ξ = 0.04 meV the charge drops from 1 to 0.2, a jump of 2 × 0.04/0.10 = 0.8 electrons.

At 30 mK, k_BT = 2.6 μeV and the jump becomes a crossover, provided the parity can relax. H conserves parity, and thermal quasiparticles are suppressed by e^(−Δ/k_BT) ≈ 2.5×10⁻³⁴ for Δ = 0.2 meV, so this needs stray quasiparticles or a normal-metal probe. The weights below assume that these are in equilibrium at 30 mK. On the boundary the Boltzmann weights are 1 for each of the three degenerate states and e^(−U/k_BT) for the upper singlet. The doublet probability is thus 2/(3 + e^(−U/k_BT)) ≈ 2/3. Near the boundary E₋ changes with slope −ξ_c/R = −0.8, so E₋ reaches k_BT in magnitude over a detuning of 2.585/0.8 = 3.2 μeV.

**What a finite gap changes**

The gap of aluminium is roughly 0.2 meV. With Δ = 0.20 meV, your dot has Γ/Δ = 0.15 and U/Δ = 0.5, so the condition Δ ≫ U is poorly met.

To estimate the effect, keep the next low-frequency term, Σ ≈ −Γτ₁ − iωΓ/Δ. The quadratic part of the dot's inverse Green function becomes

iω − ξτ₃ − Σ = iωz − ξτ₃ + Γτ₁, z = 1 + Γ/Δ.

Setting d = d̃/√z restores the coefficient of iω to one. Write the repulsion in its particle-hole symmetric form, (U/2)(n − 1)² = U(n↑ − ½)(n↓ − ½) + constant, and let each factor n_σ − ½ scale as 1/z; this keeps the window centred on ξ = 0, as it is in the full model. Then ξ → ξ/z, Γ → Γ/z and U → U/z². The boundary becomes

ξ² + Γ² ≈ (U/2)²/(1 + Γ/Δ)².

Part of the dot electron's weight has moved into the lead, where U does not act, and this favours the singlet. The formula is an estimate because it uses a low-frequency expansion at all frequencies, and it is incomplete even at first order in 1/Δ: at half filling it lowers the critical Γ by 0.25 U²/Δ, while the full model gives about 0.41 U²/Δ. Here it gives

ξ_c ≈ √[(0.050/1.15)² − 0.030²] meV = 0.031 meV.

For a better value I diagonalised the interacting dot coupled to N superconducting lead levels, with

ε_j = Δ tan θ_j, t_j² = ΓΔ/(N cos²θ_j),

where the θ_j are spaced by π/N symmetrically about zero. Since ε_j² + Δ² = Δ²/cos²θ_j, the sum Σ_j t_j²/(ε_j² + Δ²) equals Γ/Δ, which reproduces Σ(0) = −Γτ₁ for each N. The boundary at Γ = 0.03 meV is ξ_c = 0.02961, 0.02967 and 0.02970 meV for N = 3, 4 and 5. These values are still rising slowly; a faster-converging lead discretisation gives 0.02976 meV, so the last digits shown are low by about 0.00006 meV. This is small compared with the shift from 0.040 meV.

The finite gap therefore lowers ξ_c by about 26% relative to the infinite-gap value. At half filling the critical Γ falls from 0.050 to 0.039 meV, or by 22%. The rescaling estimate gives 0.041 meV there, so it accounts for most of the shift in both cases, but not all of it. Between ξ ≈ 0.030 and 0.040 meV the infinite-gap formula predicts the wrong ground state for this model. The shift depends on the gap of your film: ξ_c is about 0.028 meV for Δ = 0.17 meV and between 0.031 and 0.032 meV for Δ = 0.25 meV. At Δ = 0.20 meV the charge jump on the dot also shrinks from 0.8 to about 0.56 electrons, and the thermal half-width grows from 3.2 to about 4.6 μeV.

The same calculation also tests the large-gap limit. With U = 1, ξ = 0 and three lead levels, the critical Γ is 0.49592 at Δ = 100 and 0.49794 at Δ = 200. The shortfall from 0.5 halves, from 0.0041 to 0.0021, as expected for a correction proportional to 1/Δ.

**How this compares with a real device**

Your U = 0.10 meV is small: semiconductor nanowire dots can have charging energies of order 1 meV. Strong gate screening reduces the repulsion, but only up to a point. Consider a wire of radius 50 nm and length 300 nm, wrapped by a gate behind 10 nm of oxide with relative permittivity 20. The coaxial-capacitor formula gives C = 1.83 fF and e²/C = 0.088 meV. This is a lower estimate of U, because the formula treats the wire as a metal with its charge on the surface. Two electrons in one orbital also repel through the field inside the wire. For charge spread evenly over the cross-section this adds e²/(8πε₀ε_wL), where L is the length and ε_w the relative permittivity of the wire; with ε_w = 15 it is about 0.16 meV. The sum, 0.25 meV, holds for uniform charge only. The lowest hard-wall orbital is concentrated near the axis and the middle of the dot, and Poisson's equation for that density gives about 0.7 meV for two electrons held in that orbital. Allowed to mix with higher orbitals they avoid each other along the wire, and the addition energy falls to about 0.45 meV, before any screening by other electrons in the dot. A dot of this size would thus have U well above 0.10 meV, so check how your value was obtained. A longer dot has a smaller U, but also more closely spaced orbitals.

For an effective mass of 0.025 electron masses, a hard-wall box 300 nm long has a lowest orbital spacing of 0.50 meV. If your dot has a spacing of this size and U really is 0.10 meV, the spacing exceeds U and Γ and a single-level model is reasonable; with the repulsion estimated above for this wire it is doubtful, since the two-electron ground state then has about 17% of its weight outside the doubly occupied lowest orbital and the next two-electron state lies only about 0.14 meV higher. Take a second orbital 0.50 meV higher, coupled to the same contact, with the same U acting on the total dot charge. It narrows the half-width of the doublet window by about 0.8 μeV for equal tunnel amplitudes and about 1.6 μeV if its amplitude is twice as large, the order of Γ²/(0.50 meV) = 1.8 μeV. It also moves the centre of the window to lower ξ, by about 5 and about 19 μeV in the two cases, which acts as an offset of the gate scale. A 10 mT field with an assumed g-factor of 10 lowers one doublet state by 2.9 μeV. At finite gap this moves ξ_c by about 4.5 μeV. This and the change in half-width are smaller than the finite-gap shift of about 10 μeV in ξ_c. A field of 10 mT is close to the critical field of bulk aluminium, so the gap assumed here needs thin or narrow aluminium, whose critical fields are higher, most of all for a field in the plane of the film. A real gate may also change the tunnel barriers, and then Γ does not stay fixed during the sweep. The single-level numbers above are for one contact, or for two contacts at the same superconducting phase with Γ = Γ_L + Γ_R. The second-orbital numbers are for one contact only: with two equal contacts the second box orbital couples to them with opposite signs, and the narrowing falls to about 0.2 and 0.7 μeV and the shift of the centre to about 3 and 12 μeV. At phase difference φ the pairing amplitude becomes |Γ_L e^(iφ/2) + Γ_R e^(−iφ/2)|, which is Γ|cos(φ/2)| for equal couplings. At φ = π this moves ξ_c to 0.050 meV for infinite gap and to about 0.045 meV for Δ = 0.20 meV.

For a less screened dot with U = 1.0 meV and the same Δ, the infinite-gap formula puts the half-filling transition at Γ = 0.50 meV, while the finite-gap calculation gives 0.23 meV. There the singlet is a different state: at the transition the dot is singly occupied with probability about 0.6 and its pair amplitude is about 0.12, against 0 and 0.5 for u|0⟩ + v|2⟩. More than half of its weight is thus a dot spin bound into a singlet with quasiparticles of the lead (the same dot with U = 0 is singly occupied with probability about 0.4), and the semicircle should not be used to extract Γ. The numerical output below lists the remaining values.

Calculated quantities

```
U = 0.100 meV, Gamma = 0.030 meV, Delta = 0.200 meV
temperature = 30 mK, kT = 2.585 ueV
infinite-gap boundary xi_c = 0.04000 meV = 6.4087e-24 J
infinite-gap critical Gamma at xi=0: 0.05000 meV
gate sweep, infinite gap (energies in meV, doublet energy = 0):
  xi     R       E_minus   E_plus   n_singlet pair_amp excitation
  0.00  0.03000  +0.02000  0.08000  1.0000    0.5000   0.02000
  0.02  0.03606  +0.01394  0.08606  0.4453    0.4160   0.01394
  0.04  0.05000  +0.00000  0.10000  0.2000    0.3000   0.00000
  0.06  0.06708  -0.01708  0.11708  0.1056    0.2236   0.01708
  0.08  0.08544  -0.03544  0.13544  0.0637    0.1756   0.03544
charge jump at the boundary = 0.8000 electrons
doublet weight at xi=0: 0.99978, at xi_c: 0.66667
thermal half-width of crossover in xi = 3.23 ueV
large-gap test, U=1, 3 lead levels: xi, Delta, Gamma_c, limit
  0.0  100  0.495916  0.500000
  0.0  200  0.497938  0.500000
  0.3  100  0.396241  0.400000
  0.3  200  0.398102  0.400000
U=0 bound state: lead model 0.0437280, continuum 0.0437280 meV
finite gap of the example: levels, xi_c (meV), Gamma_c at xi=0 (meV)
  3  0.02961  0.03883
  4  0.02967  0.03891
  5  0.02970  0.03894
rescaling estimate: xi_c = 0.03147, Gamma_c = 0.04142 meV
finite-gap change (5 levels): xi_c -25.7 %, Gamma_c -22.1 %
less screened dot, U = 1.0 meV, xi=0: infinite-gap Gamma_c = 0.500 meV
  finite gap: 0.2277 (4 levels), 0.2277 (5 levels) meV
wire radius 50 nm, length 300 nm, oxide 10 nm, eps_r 20, mass 0.025 m_e
wrap-gate capacitance 1.83 fF, e^2/C = 0.088 meV
lowest orbital spacing = 0.501 meV
other-orbital shift, Gamma^2/spacing = 1.80 ueV
Zeeman shift, g = 10, B = 10 mT: 2.89 ueV
loss of Gamma for half-bandwidth 1 eV: 1.27e-04 (relative)
```
